# Top-contact resistivity of a two-dimensional band from its metal-induced width: a program that tests the result

```python
"""Contact resistivity of a metal lying on a two-dimensional semiconductor.

Result under test:  rho_c = hbar / (e^2 D Gamma),  D = g m / (2 pi hbar^2)
  g      total degeneracy of the band, spin included
  m      band mass
  D      density of states per area and energy
  Gamma  full width at half maximum that the metal gives to each band state
The formula needs a Fermi level deep in the band. Finite temperature
replaces D by dn/dmu = D [1 - exp(-n/(D kT))] at fixed band edge.
Internal units are SI unless a name carries another unit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

hbar, h, e, m_e, k_B = const.hbar, const.h, const.e, const.m_e, const.k
meV = 1e-3 * e

# Inputs: the width is assumed; the others are rough values for monolayer MoS2.
g = 4
mass_ratio = 0.5
m = mass_ratio * m_e
Gamma = 1.0 * meV
n = 2e13 * 1e4
mobility = 50e-4
temperature = 300.0
contact_length = 30e-9
spin_splitting = 3.0 * meV
lattice_constant = 0.32e-9
gap_barrier = 4.0 * e
gap_change = 0.05e-9
kT = k_B * temperature

D = g * m / (2 * np.pi * hbar**2)
rho_degenerate = hbar / (e**2 * D * Gamma)
E_F = n / D
k_F = np.sqrt(4 * np.pi * n / g)

# ---- Density of states from a count of plane waves in a periodic square ----
side = 600e-9
index_max = 360
index = np.arange(-index_max, index_max + 1)
square_sum, multiplicity = np.unique(
    (index[:, None]**2 + index[None, :]**2).ravel(), return_counts=True)
energy = hbar**2 * (2 * np.pi / side)**2 * square_sum / (2 * m)
window = (energy > 20 * meV) & (energy <= 220 * meV)
D_counted = g * multiplicity[window].sum() / (side**2 * 200 * meV)
assert abs(D_counted / D - 1) < 0.01

# ---- Decay rate and line width of one level in a discrete continuum ----
# Energies in units of the expected width, times in units of hbar / width.
spacing, half_band = 0.05, 30.0
bath = np.arange(-600, 601) * spacing
assert abs(bath[-1] - half_band) < 1e-9
coupling = np.sqrt(spacing / (2 * np.pi))
hamiltonian = np.diag(np.concatenate(([0.0], bath)))
hamiltonian[0, 1:] = coupling
hamiltonian[1:, 0] = coupling
levels, vectors = np.linalg.eigh(hamiltonian)
weight = vectors[0]**2


def survival(time):
    return abs(np.sum(weight * np.exp(-1j * levels * time)))**2


decay_ratio = np.log(survival(1.0) / survival(3.0)) / 2.0
upper = levels > 0
half_width = np.interp(-0.5 * weight.max(), -weight[upper], levels[upper])
line_ratio = 2 * half_width
# Finite bandwidth and level spacing shift these ratios by a few per cent.
assert abs(decay_ratio - 1) < 0.02
assert abs(line_ratio - 1) < 0.04


# ---- Conductance of a finite sheet from wave matching, state by state ----
def transmission(level_energy, width_metal, width_probe):
    """Transmission at the centre of two chains joined through one level."""
    hop = 1000 * meV
    hop_metal = np.sqrt(width_metal * hop / 2)
    hop_probe = np.sqrt(width_probe * hop / 2)
    phase = 1j
    matrix = np.zeros((len(level_energy), 3, 3), dtype=complex)
    source = np.zeros((len(level_energy), 3, 1), dtype=complex)
    # Unknowns: reflected amplitude, level amplitude, transmitted amplitude.
    matrix[:, 0, 0] = hop * phase**2
    matrix[:, 0, 1] = hop_metal
    matrix[:, 1, 0] = hop_metal * phase
    matrix[:, 1, 1] = -level_energy
    matrix[:, 1, 2] = hop_probe * phase
    matrix[:, 2, 1] = hop_probe
    matrix[:, 2, 2] = hop * phase**2
    source[:, 0, 0] = -hop / phase**2
    source[:, 1, 0] = -hop_metal / phase
    # Scaling by the hopping keeps the numbers near one.
    amplitudes = np.linalg.solve(matrix / hop, source / hop)
    return abs(amplitudes[:, 2, 0])**2


inside = energy < 1000 * meV
sheet_tests = []
for probe_meV in (5.0, 20.0):
    probe = probe_meV * meV
    T_states = transmission(energy[inside] - E_F, Gamma, probe)
    conductance = (e**2 / h) * g / side**2 * np.sum(multiplicity[inside] * T_states)
    edge = 0.5 + np.arctan(2 * E_F / (Gamma + probe)) / np.pi
    predicted = hbar / (e**2 * D) * (1 / Gamma + 1 / probe) / edge
    ratio = 1 / conductance / predicted
    # The energy cutoff and the discrete k lattice leave errors below 1 %.
    assert abs(ratio - 1) < 0.01
    sheet_tests.append((probe_meV, 1 / conductance, predicted))


# ---- Thermal factor from a numerically integrated density ----
def density(mu):
    integral = quad(lambda x: expit(mu / kT - x), 0, 60, epsabs=1e-12,
                    epsrel=1e-11, limit=200)[0]
    return D * kT * integral


mu = brentq(lambda x: density(x) - n, -10 * kT, 20 * kT, xtol=1e-30, rtol=1e-12)
step = 1e-3 * kT
slope = (density(mu + step) - density(mu - step)) / (2 * step)


def thermal_factor(sheet_density):
    return 1 - np.exp(-sheet_density / (D * kT))


assert abs(slope / (D * thermal_factor(n)) - 1) < 1e-4
rho = rho_degenerate / thermal_factor(n)

# ---- Contact of finite length from a resistor ladder ----
R_sheet = 1 / (n * e * mobility)
L_T = np.sqrt(rho / R_sheet)
R_width = np.sqrt(rho * R_sheet) / np.tanh(contact_length / L_T)
cells = 4000
dx = contact_length / cells
ladder = np.inf
for _ in range(cells):
    ladder = ladder + R_sheet * dx / 2
    ladder = 1 / (1 / ladder + dx / rho) + R_sheet * dx / 2
assert abs(ladder / R_width - 1) < 1e-4

# ---- Ballistic limit from a count of transverse modes ----
width = 10e-6
mode_index = np.arange(-5000, 5001)
modes = np.count_nonzero(abs(2 * np.pi * mode_index / width) < k_F)
ballistic_counted = h * width / (2 * g * e**2 * modes)
ballistic = np.pi * h / (2 * g * e**2 * k_F)
assert abs(ballistic_counted / ballistic - 1) < 2e-3

# ---- Collision broadening of the band edge ----
tau = mobility * m / e
collision_width = hbar / tau
mean_free_path = hbar * k_F / m * tau


def broadened(x):
    band_energy = mu + x * kT
    edge_factor = 0.5 + np.arctan(2 * band_energy / (collision_width + Gamma)) / np.pi
    return expit(x) * expit(-x) * edge_factor


broad_factor = quad(broadened, -40, 40, points=[0], limit=200)[0]
rho_broad = rho_degenerate / broad_factor


# ---- Spin splitting at fixed density ----
def split_density(mu_split):
    return 0.5 * D * kT * (np.logaddexp(0, mu_split / kT)
                           + np.logaddexp(0, (mu_split - spin_splitting) / kT))


mu_split = brentq(lambda x: split_density(x) / n - 1, -10 * kT, 20 * kT,
                  xtol=1e-30, rtol=1e-12)
split_factor = 0.5 * (expit(mu_split / kT) + expit((mu_split - spin_splitting) / kT))
split_change = thermal_factor(n) / split_factor - 1

# ---- Sensitivity to the gap between metal and sheet ----
K_valley = 4 * np.pi / (3 * lattice_constant)
kappa_centre = np.sqrt(2 * m_e * gap_barrier) / hbar
kappa_K = np.sqrt(kappa_centre**2 + K_valley**2)


def barrier_transmission(gap, kappa, k_out):
    """Match a wave and its slope at both faces of a rectangular barrier."""
    q = kappa / k_out
    decay = np.exp(-kappa * gap)
    matrix = np.array([[1, -1, -decay, 0],
                       [-1j, q, -q * decay, 0],
                       [0, decay, 1, -1],
                       [0, -q * decay, q, -1j]], dtype=complex)
    source = np.array([-1, -1j, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, source)[3])**2


k_out = np.sqrt(2 * m_e * 5 * e) / hbar
gap_ratios = {}
for name, kappa in (("centre", kappa_centre), ("K", kappa_K)):
    matched = (barrier_transmission(0.30e-9, kappa, k_out)
               / barrier_transmission(0.30e-9 + gap_change, kappa, k_out))
    gap_ratios[name] = np.exp(2 * kappa * gap_change)
    assert abs(matched / gap_ratios[name] - 1) < 0.01

# ---- Numbers for the text ----
cm2 = 1e4
print(f"Degeneracy, spin included: {g}")
print(f"Band mass: {mass_ratio:.2f} m_e")
print(f"Level width Gamma (full width): {Gamma / meV:.2f} meV")
print(f"Density of states D: {D * e / cm2:.3e} 1/(eV cm^2)")
print(f"D from counted states: {D_counted * e / cm2:.3e} 1/(eV cm^2)")
print(f"Escape rate Gamma/hbar: {Gamma / hbar:.3e} 1/s")
print(f"Escape time hbar/Gamma: {hbar / Gamma * 1e12:.3f} ps")
print(f"Decay rate, diagonalization / formula: {decay_ratio:.3f}")
print(f"Line width, diagonalization / formula: {line_ratio:.3f}")
print(f"Contact conductance, degenerate: {1 / rho_degenerate / cm2:.3e} S/cm^2")
print(f"rho_c, degenerate: {rho_degenerate * cm2:.3e} ohm cm^2")
print(f"rho_c, degenerate: {rho_degenerate * 1e12:.3f} ohm um^2")
print(f"Width giving exactly 1e-8 ohm cm^2: {hbar / (e**2 * D * 1e-12) / meV:.3f} meV")
for probe_meV, summed, predicted in sheet_tests:
    print(f"Two reservoirs, probe {probe_meV:.0f} meV, summed: {summed * cm2:.3e} ohm cm^2")
    print(f"Two reservoirs, probe {probe_meV:.0f} meV, formula: {predicted * cm2:.3e} ohm cm^2")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT / meV:.2f} meV")
print(f"Sheet density n: {n / cm2:.1e} 1/cm^2")
print(f"Fermi energy n/D at zero temperature: {E_F / meV:.1f} meV")
print(f"Chemical potential above band edge: {mu / meV:.1f} meV")
print(f"Thermal factor: {thermal_factor(n):.3f}")
print(f"rho_c with thermal factor: {rho * cm2:.3e} ohm cm^2")
for sample in (5e12, 1e13, 4e13):
    value = rho_degenerate / thermal_factor(sample * cm2) * cm2
    print(f"rho_c at n = {sample:.0e} 1/cm^2: {value:.3e} ohm cm^2")
print(f"Mobility: {mobility * cm2:.0f} cm^2/Vs")
print(f"Sheet resistance: {R_sheet:.0f} ohm per square")
print(f"Contact length: {contact_length * 1e9:.0f} nm")
print(f"Transfer length: {L_T * 1e9:.1f} nm")
print(f"Contact resistance times width: {R_width * 1e6:.1f} ohm um")
print(f"Same from resistor ladder: {ladder * 1e6:.1f} ohm um")
print(f"Fermi wave vector: {k_F * 1e-9:.3f} 1/nm")
print(f"Ballistic limit per contact: {ballistic * 1e6:.1f} ohm um")
print(f"Current where contact drop is kT/e: {kT / e / R_width * 1e-3:.3f} mA/um")
print(f"Collision time: {tau * 1e15:.1f} fs")
print(f"Collision width hbar/tau: {collision_width / meV:.1f} meV")
print(f"Mean free path: {mean_free_path * 1e9:.2f} nm")
print(f"k_F times mean free path: {k_F * mean_free_path:.2f}")
print(f"Gamma tau / hbar: {Gamma / collision_width:.4f}")
print(f"Thermal and collision factor, same mu: {broad_factor:.3f}")
print(f"rho_c with both factors: {rho_broad * cm2:.3e} ohm cm^2")
print(f"Spin splitting: {spin_splitting / meV:.1f} meV")
print(f"Change of rho_c by spin splitting: {100 * split_change:.3f} percent")
print(f"Gap barrier: {gap_barrier / e:.1f} eV")
print(f"Lattice constant: {lattice_constant * 1e9:.2f} nm")
print(f"Valley wave vector K: {K_valley * 1e-9:.2f} 1/nm")
print(f"Gap decay constant, zone centre: {kappa_centre * 1e-9:.2f} 1/nm")
print(f"Gap decay constant, K valley: {kappa_K * 1e-9:.2f} 1/nm")
print(f"Gap increase considered: {gap_change * 1e9:.2f} nm")
print(f"Rise of rho_c, zone centre: factor {gap_ratios['centre']:.2f}")
print(f"Rise of rho_c, K valley: factor {gap_ratios['K']:.2f}")
print("ALL CHECKS PASSED")
```

Output:

```
Degeneracy, spin included: 4
Band mass: 0.50 m_e
Level width Gamma (full width): 1.00 meV
Density of states D: 4.177e+14 1/(eV cm^2)
D from counted states: 4.177e+14 1/(eV cm^2)
Escape rate Gamma/hbar: 1.519e+12 1/s
Escape time hbar/Gamma: 0.658 ps
Decay rate, diagonalization / formula: 1.010
Line width, diagonalization / formula: 1.029
Contact conductance, degenerate: 1.017e+08 S/cm^2
rho_c, degenerate: 9.835e-09 ohm cm^2
rho_c, degenerate: 0.983 ohm um^2
Width giving exactly 1e-8 ohm cm^2: 0.983 meV
Two reservoirs, probe 5 meV, summed: 1.205e-08 ohm cm^2
Two reservoirs, probe 5 meV, formula: 1.204e-08 ohm cm^2
Two reservoirs, probe 20 meV, summed: 1.113e-08 ohm cm^2
Two reservoirs, probe 20 meV, formula: 1.109e-08 ohm cm^2
Temperature: 300 K
Thermal energy kT: 25.85 meV
Sheet density n: 2.0e+13 1/cm^2
Fermi energy n/D at zero temperature: 47.9 meV
Chemical potential above band edge: 43.5 meV
Thermal factor: 0.843
rho_c with thermal factor: 1.167e-08 ohm cm^2
rho_c at n = 5e+12 1/cm^2: 2.654e-08 ohm cm^2
rho_c at n = 1e+13 1/cm^2: 1.629e-08 ohm cm^2
rho_c at n = 4e+13 1/cm^2: 1.008e-08 ohm cm^2
Mobility: 50 cm^2/Vs
Sheet resistance: 6242 ohm per square
Contact length: 30 nm
Transfer length: 13.7 nm
Contact resistance times width: 87.5 ohm um
Same from resistor ladder: 87.5 ohm um
Fermi wave vector: 0.793 1/nm
Ballistic limit per contact: 12.8 ohm um
Current where contact drop is kT/e: 0.296 mA/um
Collision time: 14.2 fs
Collision width hbar/tau: 46.3 meV
Mean free path: 2.61 nm
k_F times mean free path: 2.07
Gamma tau / hbar: 0.0216
Thermal and collision factor, same mu: 0.744
rho_c with both factors: 1.322e-08 ohm cm^2
Spin splitting: 3.0 meV
Change of rho_c by spin splitting: 0.022 percent
Gap barrier: 4.0 eV
Lattice constant: 0.32 nm
Valley wave vector K: 13.09 1/nm
Gap decay constant, zone centre: 10.25 1/nm
Gap decay constant, K valley: 16.62 1/nm
Gap increase considered: 0.05 nm
Rise of rho_c, zone centre: factor 2.79
Rise of rho_c, K valley: factor 5.27
ALL CHECKS PASSED
```
